\section*{Electronic Thermal Conductivity of Copper from the Sommerfeld Lorenz Number}

\section*{Problem}

A piece of copper has electrical conductivity $\sigma=5.96\times10^{7}\ \mathrm{S/m}$, taken here as its value at $T=300\ \mathrm{K}$.

(a) Show that a degenerate metal whose electrons scatter elastically has an electronic thermal conductivity $\kappa_e=L_0\sigma T$, and find the Sommerfeld Lorenz number $L_0$.

(b) Estimate $\kappa_e$ for the copper. How does the result, to the nearest whole number, change if $L_0$ is first rounded to three digits?

(c) Find the leading correction due to the finite temperature of the electron gas.

(d) Phonons exchange energy with electrons. Why does this lower $\kappa_e/(\sigma T)$, and roughly how large is the effect for copper at 300 K?

(e) Compare the estimate with real copper, and state what changes in a thin film.

\section*{Solution}

\subsection*{(a) The two currents and their ratio}

Let the electron charge be $-e$, and let the electric field $E$ and the temperature gradient $T'=dT/dz$ point along $z$. Assume an isotropic band and a relaxation time $\tau(\varepsilon)$ that depends on the energy $\varepsilon$ alone. The steady Boltzmann equation is
\begin{equation}
v_z\frac{\partial f}{\partial z}-eE\frac{\partial f}{\partial p_z}=-\frac{f-f_0}{\tau},
\end{equation}
where $f_0=1/(e^{x}+1)$ and $x=(\varepsilon-\mu)/(k_BT)$. To first order in the driving forces, $f$ may be replaced by $f_0$ on the left. Since $\partial\varepsilon/\partial p_z=v_z$ and
\begin{equation}
\frac{\partial f_0}{\partial z}=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\left[\mu'+\frac{\varepsilon-\mu}{T}T'\right],
\end{equation}
the change in the distribution is
\begin{equation}
\delta f=-\tau v_z\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\left[e\mathcal E+\frac{\varepsilon-\mu}{T}T'\right],\qquad \mathcal E=E+\frac{\mu'}{e}.
\end{equation}

Let $D(\varepsilon)$ be the density of states per volume, both spins included. Averaging over directions replaces $v_z^2$ by $v^2/3$. Define
\begin{equation}
\Sigma(\varepsilon)=\frac{e^2}{3}D\,v^2\tau,\qquad
K_n=\int\Sigma(\varepsilon)(\varepsilon-\mu)^n\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon .
\end{equation}
Each electron carries charge $-e$ and heat $\varepsilon-\mu$, so the electric and heat current densities are
\begin{align}
J&=-e\int D\,\langle v_z\,\delta f\rangle\,d\varepsilon=K_0\mathcal E+\frac{K_1}{eT}T',\\
Q&=\int D(\varepsilon-\mu)\langle v_z\,\delta f\rangle\,d\varepsilon=-\frac{K_1}{e}\mathcal E-\frac{K_2}{e^2T}T'.
\end{align}
At uniform temperature and chemical potential, $J=K_0E$, hence $\sigma=K_0$.

Thermal conductivity is defined at zero electric current. Setting $J=0$ gives $\mathcal E=-K_1T'/(eTK_0)$: a thermoelectric field builds up and stops the charge flow. Substituting it into $Q=-\kappa_eT'$ yields
\begin{equation}
\kappa_e=\frac{1}{e^2T}\left(K_2-\frac{K_1^2}{K_0}\right).
\end{equation}

In a degenerate metal $k_BT\ll\mu$, and $-\partial f_0/\partial\varepsilon$ is a narrow peak at $\mu$. If $\Sigma$ varies little across that peak, it can be replaced by $\Sigma(\mu)$. Then $K_0=\Sigma(\mu)$. The integrand of $K_1$ is odd, so $K_1=0$ at this order, and
\begin{equation}
K_2=\Sigma(\mu)(k_BT)^2I,\qquad I=\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}\,dx .
\end{equation}

The integrand of $I$ is even. For $x>0$, differentiating the geometric series for $1/(1+e^{-x})$ gives
\begin{equation}
\frac{e^{-x}}{(1+e^{-x})^2}=\sum_{n=1}^{\infty}(-1)^{n+1}n\,e^{-nx}.
\end{equation}
With $\int_0^\infty x^2e^{-nx}dx=2/n^3$,
\begin{equation}
I=2\sum_{n=1}^{\infty}(-1)^{n+1}n\,\frac{2}{n^3}=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}.
\end{equation}
The sum without alternating signs is $\pi^2/6$, as follows from comparing the $x^2$ terms in $\sin x/x=\prod_n(1-x^2/n^2\pi^2)$. The even terms make up one quarter of it. Changing their sign subtracts them twice, which leaves $\frac12\cdot\pi^2/6=\pi^2/12$. Thus $I=\pi^2/3$; direct quadrature also gives $3.289868$.

The conductivity function now cancels:
\begin{equation}
\frac{\kappa_e}{\sigma T}=\frac{K_2}{e^2T^2K_0}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\equiv L_0 .
\end{equation}
Mass, density and relaxation time have dropped out because, at this order, the same electrons with the same $\tau(\mu)$ carry both currents.

\subsection*{(b) The number for copper}

With $k_B/e=86.173\ \mu\mathrm{V/K}$,
\begin{equation}
L_0=3.289868\,(86.173\times10^{-6}\ \mathrm{V/K})^2=2.4430\times10^{-8}\ \mathrm{W\,\Omega/K^2}.
\end{equation}
The unit follows from $\mathrm{V^2=W\,\Omega}$. The remaining product is $\sigma T=1.7880\times10^{10}\ \mathrm{S\,K/m}$, so
\begin{equation}
\kappa_e=(2.4430\times10^{-8})(1.7880\times10^{10})=436.8\ \mathrm{W/(m\,K)}.
\end{equation}
To the nearest whole number this is $437\ \mathrm{W/(m\,K)}$. Rounding $L_0$ first to $2.44\times10^{-8}$ gives $436.3$, which becomes $436$. The value 436 is therefore a product of early rounding.

The difference has little physical weight. Half a unit in the last digit of $\sigma$ moves $\kappa_e$ by $0.37\ \mathrm{W/(m\,K)}$, enough to reach $436.4$. The effects in part (d) are far larger.

\subsection*{(c) Finite temperature of the electron gas}

Let $\Sigma\propto\varepsilon^s$ and $t=k_BT/\mu$. Near the Fermi level
\begin{equation}
\Sigma(\varepsilon)\simeq\Sigma(\mu)\left[1+stx+\tfrac12s(s-1)t^2x^2\right].
\end{equation}
The mean of $x^2$ over the peak is $\pi^2/3$. The series method used above gives the mean of $x^4$ as $48\sum_n(-1)^{n+1}/n^4=7\pi^4/15$. Therefore
\begin{align}
\frac{K_0}{\Sigma(\mu)}&=1+\frac{\pi^2}{6}s(s-1)t^2,\qquad
\frac{K_1}{\Sigma(\mu)k_BT}=\frac{\pi^2}{3}st,\\
\frac{K_2}{\Sigma(\mu)(k_BT)^2}&=\frac{\pi^2}{3}+\frac{7\pi^4}{30}s(s-1)t^2 .
\end{align}
Write $L=\kappa_e/(\sigma T)$, which is proportional to $K_2/K_0-K_1^2/K_0^2$. Dividing by the leading value $\pi^2/3$ and keeping terms up to $t^2$,
\begin{align}
\frac{L}{L_0}&=1+t^2\left[\frac{7\pi^2}{10}s(s-1)-\frac{\pi^2}{6}s(s-1)-\frac{\pi^2}{3}s^2\right]\nonumber\\
&=1+t^2\left[\frac{8\pi^2}{15}s(s-1)-\frac{\pi^2}{3}s^2\right].
\end{align}

For free electrons $D\propto\varepsilon^{1/2}$ and $v^2\propto\varepsilon$, so a constant $\tau$ means $s=3/2$. At $t=0.02$ the formula gives $L/L_0=0.99862$. Summing the currents over velocity space, with the field adjusted until $J=0$, gives the same five digits.

For copper, take a rough electron density of $8.5\times10^{28}\ \mathrm{m^{-3}}$. The free-electron Fermi energy is then $7.05\ \mathrm{eV}$, against $k_BT=25.85\ \mathrm{meV}$, so $t=0.00367$. With constant $\tau$ the relative shift of $L$ is $-4.6\times10^{-5}$, which is negligible here. The sign and size belong to this model only: $s=3/2$ gives a thermopower of about $-1.6\ \mu\mathrm{V/K}$, whereas that of copper is positive, roughly $+1.8\ \mu\mathrm{V/K}$. A power law matching that value ($s\approx-1.75$) would give a shift of about $+2\times10^{-4}$, still negligible.

\subsection*{(d) Energy exchange with phonons}

An elastic collision can degrade a current only by turning electrons. A phonon can also change an electron's energy while hardly turning it. Such a collision leaves the charge current nearly intact, but it changes the energy $\varepsilon-\mu$ that the electron carries. In a heat current, hot electrons ($x>0$) drift one way and cold electrons ($x<0$) the other. Repeated energy changes wear this difference away and so degrade the heat current, even when a single collision leaves the electron on the same side of the Fermi level.

To size this, let a collision take an electron from $x$ to $x'=x+z$, with $|z|\le z_D=\Theta/T$, where $\Theta$ is the Debye temperature. Take a spherical Fermi surface and Debye phonons of wave number $q\propto|z|$. The available final states contribute $q\,dq$ and the squared coupling is taken proportional to $q$, which together give $z^2dz$. The phonons are assumed to stay in equilibrium and not to drift along with the electrons. The phonon factor is then $N$ for absorption and $N+1$ for emission, with $N=1/(e^{|z|}-1)$. Both cases are contained in $1/|e^z-1|$. The collision weight is
\begin{equation}
P(x,x')=f_0(x)[1-f_0(x')]\,\frac{z^2}{|e^z-1|},
\end{equation}
which is symmetric in $x$ and $x'$ by detailed balance.

Let $w=f_0(1-f_0)$ and write the deviation as $\delta f\propto w\,\phi(x)$ times the cosine of the angle to the $z$ axis. Up to common factors, the linearised Boltzmann equation is
\begin{equation}
w(x)\,d(x)=\int P(x,x')\left[\phi(x)-\cos\theta\,\phi(x')\right]dx',
\end{equation}
with $d=1$ for the electrical problem and $d=x$ for the thermal one. The corresponding responses are $\int w\phi\,dx$ and $\int wx\phi\,dx$. The scattering angle $\theta$ obeys $q=2k_F\sin(\theta/2)$, hence
\begin{equation}
1-\cos\theta=\frac{q^2}{2k_F^2}=g\frac{z^2}{z_D^2},\qquad g=\frac{q_D^2}{2k_F^2}.
\end{equation}

\textbf{Weak exchange.} For $z_D\ll1$, $P\simeq w|z|$. The rate at which electrons are turned is
\begin{equation}
\gamma=\int_{-z_D}^{z_D}|z|\,\frac{gz^2}{z_D^2}\,dz=\frac{gz_D^2}{2}.
\end{equation}
The electrical solution is $\phi=1/\gamma$, with response $1/\gamma$ because $\int w\,dx=1$.

For the thermal problem try $\phi=ax$. This is the solution without energy exchange, and because $P$ is symmetric, a small error in the shape of $\phi$ affects the response only at second order, provided $a$ is fixed by the projected equation below. Multiply the equation by $x$, integrate, and split $x-\cos\theta\,x'=(x-x')+(1-\cos\theta)x'$. By symmetry,
\begin{equation}
\iint P\,x(x-x')\,dx\,dx'=\frac12\iint P(x-x')^2dx\,dx'\simeq\frac12\int_{-z_D}^{z_D}|z|^3dz=\frac{z_D^4}{4}.
\end{equation}
The turning part gives $\gamma\pi^2/3$ at leading order. Thus
\begin{equation}
\frac{\pi^2}{3}=a\left(\frac{\pi^2}{3}\gamma+\frac{z_D^4}{4}\right).
\end{equation}
The thermal response is $a\pi^2/3$. Dividing it by the electrical response and by $\pi^2/3$ gives $L/L_0=a\gamma$, so
\begin{equation}
\frac{L_0}{L}-1=\frac{3z_D^4}{4\pi^2\gamma}=\frac{3z_D^2}{2\pi^2g}.
\end{equation}
This holds when the result is small and $g$ is small, since terms of order $z_D^2$ without the factor $1/g$ were dropped; numerically they lower the result by a fraction close to $2g/9$. For $z_D=g=0.2$ it gives $0.0304$; solving the full equation on an energy grid gives $0.0290$. At fixed $g$, the deficit vanishes as $T$ rises far above $\Theta$, provided the electrons remain degenerate.

\textbf{Copper at 300 K.} A rough $\Theta=340\ \mathrm{K}$ gives $z_D=1.133$. Neither this nor $g$, found next, is small, so the full equation is solved numerically. One conduction electron per atom gives $q_D^3=2k_F^3$ and $g=2^{2/3}/2=0.794$. The result is $L/L_0=0.829$, that is $L_0/L-1=0.206$ against $0.246$ from the weak-exchange formula; the gap comes mainly from $g$ not being small. Changing $\Theta$ by $\pm30\ \mathrm{K}$ moves $L/L_0$ by about $\mp0.025$, or $11\ \mathrm{W/(m\,K)}$ in $\kappa_e$. Typical collisions in this model are not gentle: the average of $1-\cos\theta$ is about $0.39$. Most of the loss of heat current therefore comes from turning, and energy exchange adds to it. With $\sigma$ held at the given value, $\kappa_e$ falls to $362\ \mathrm{W/(m\,K)}$.

This model omits umklapp processes, in which the lattice takes up momentum and small-$q$ phonons can turn electrons through large angles. As a contrasting case, let every collision randomise the direction, so that $\cos\theta$ averages to zero. Then $L/L_0=0.939$ and $\kappa_e=410\ \mathrm{W/(m\,K)}$; a change of $\pm30\ \mathrm{K}$ in $\Theta$ moves $L/L_0$ by about $\mp0.01$. A deficit remains because the scattering rate depends on energy. For a phonon of energy $z>0$, dividing the total outgoing weight by $w$ gives a rate proportional to
\begin{equation}
2N+1-\left[f_0(x-z)-f_0(x+z)\right].
\end{equation}
The bracket is largest at $x=0$ and vanishes far from the Fermi level. Electrons with large $|x|$, which matter most for heat, therefore scatter faster. The two cases show the sensitivity to scattering angle; they are not strict bounds for copper.

\subsection*{(e) Real copper and thin films}

The measured total thermal conductivity of copper near room temperature is roughly $400\ \mathrm{W/(m\,K)}$, so the elastic estimate is high by about a tenth. Part of the excess may lie in the input: $5.96\times10^7\ \mathrm{S/m}$ is roughly the conductivity of pure copper at $20\,^\circ\mathrm{C}$. If it belongs to that temperature, the phonon model of part (d), with $\theta$ fixed by $q$, gives $5.80\times10^7\ \mathrm{S/m}$ at 300 K. Keeping $L=L_0$ then gives $425\ \mathrm{W/(m\,K)}$. Of the effects sized here for bulk copper, energy exchange with phonons is the largest: it costs 6 to 17 per cent of $L_0$ in the two models above. Lattice vibrations add heat flow of their own. The kinetic estimate $Cv\ell/3$, with the classical heat capacity $C=3nk_B=3.52\times10^6\ \mathrm{J/(m^3K)}$ for $n$ atoms per volume and rough phonon values $v=3000\ \mathrm{m/s}$ and $\ell=3\ \mathrm{nm}$, gives about $11\ \mathrm{W/(m\,K)}$. These sizes are too uncertain to be combined into a precise prediction.

For a film or wire, the length to compare with is the electron mean free path. In the free-electron model $\tau=\sigma m_e/(ne^2)=24.9\ \mathrm{fs}$ and the Fermi speed is $1.57\times10^6\ \mathrm{m/s}$, so the path is about $39\ \mathrm{nm}$. Unless the thickness is much larger than this, diffuse surface scattering can lower $\sigma$ noticeably, and the bulk value must not be used. If the added scattering is elastic, the estimate $L_0\sigma T$ still applies with the film's own $\sigma$, measured along the direction of heat flow. A film with half the bulk conductivity at 300 K would have an estimated $\kappa_e$ of $218\ \mathrm{W/(m\,K)}$, before the phonon correction of part (d). That correction is a smaller fraction than in the bulk, because elastic surface scattering now supplies about half of the resistance. The numerical output below lists most of the values used.

\section*{Table of computed values}
\begin{verbatim}
thermal integral, quadrature: 3.289868
pi^2/3: 3.289868
kB/e: 86.173 uV/K
Lorenz number L0: 2.4430e-08 W Ohm/K^2
input conductivity: 5.960e+07 S/m
input temperature: 300 K
product sigma*T: 1.7880e+10 S K/m
kappa_e, unrounded L0: 436.8 W/(m K)
L0 rounded first: 2.44e-08 W Ohm/K^2
kappa_e, rounded L0: 436.3 W/(m K)
half last digit of sigma gives: 0.37 W/(m K)
velocity-space test at kB*T/mu: 0.02
tau~energy^+0.0: L/L0 0.99862, expansion 0.99862
tau~energy^-0.5: L/L0 0.99868, expansion 0.99868
tau~energy^+1.0: L/L0 0.99968, expansion 0.99967
weak-exchange test: z_D 0.2, g 0.2
L0/L-1 numeric: 0.0290
L0/L-1 leading formula: 0.0304
rough electron density: 8.5e+28 1/m^3
Fermi energy: 7.05 eV
thermal energy kB*T: 25.85 meV
kB*T/E_F: 0.00367
Sommerfeld shift of L/L0: -4.6e-05
Fermi speed: 1.57e+06 m/s
relaxation time: 24.9 fs
electron mean free path: 39.2 nm
rough Debye temperature: 340 K
z_D = Debye temperature/T: 1.133
angle parameter g: 0.794
L/L0, normal phonon scattering: 0.829
same on finer grid: 0.829
L/L0, isotropic phonon scattering: 0.939
kappa_e, normal model: 362 W/(m K)
kappa_e, isotropic model: 410 W/(m K)
reference temperature: 293.15 K
model exponent dln(rho)/dln(T): 1.153
sigma at 300 K if input is at 20 C: 5.803e+07 S/m
kappa_e with that sigma, L = L0: 425 W/(m K)
rough phonon speed: 3000 m/s
rough phonon mean free path: 3 nm
lattice heat capacity: 3.52e+06 J/(m^3 K)
rough lattice conductivity: 11 W/(m K)
\end{verbatim}
